\section*{Van Vleck's theorem for an s electron added to a parent term, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the interaction of an s electron with an open shell}

\subsection{One electron in the shell}

Take two electrons outside closed shells, one in an s orbital and one in an orbital $\varphi_m$ of angular momentum $l$ and projection $m$. The orbitals are orthonormal. Hartree atomic units are used, so the repulsion of two electrons is $1/r_{12}$. The two normalized spatial functions with definite exchange symmetry are
\begin{equation}
\Psi_\pm(1,2)=\frac{1}{\sqrt2}\left[s(1)\varphi_m(2)\pm \varphi_m(1)s(2)\right].
\end{equation}
The complete wave function must change sign when the electrons are exchanged. The symmetric function $\Psi_+$ therefore goes with the antisymmetric spin function, the singlet, and $\Psi_-$ goes with the triplet.

For two-electron integrals we write
\begin{equation}
\langle ab|cd\rangle=\int\! d^3r_1\,d^3r_2\;
a^*(1)\,b^*(2)\,\frac{1}{r_{12}}\,c(1)\,d(2).
\end{equation}
The first and third letters belong to electron 1, the second and fourth to electron 2. The expectation value of the repulsion has four terms:
\begin{align}
\langle\Psi_\pm|\tfrac{1}{r_{12}}|\Psi_\pm\rangle
&=\tfrac12\left[\langle sm|sm\rangle+\langle ms|ms\rangle
\pm\langle sm|ms\rangle\pm\langle ms|sm\rangle\right]\nonumber\\
&=J\pm K .
\end{align}
Here $J=\langle sm|sm\rangle$ and $K=\langle sm|ms\rangle$. Renaming the integration variables $1\leftrightarrow2$ shows that the first two terms are equal, and so are the last two. Hence
\begin{equation}
E(\text{singlet})-E(\text{triplet})=2K. \label{two}
\end{equation}

The integral $K$ is positive. Put $\rho(\mathbf r)=s^*(\mathbf r)\varphi_m(\mathbf r)$, so that $K=\int\!\int\rho(1)\rho^*(2)/r_{12}$. With the Fourier form of $1/r_{12}$,
\begin{equation}
K=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}
\left|\int d^3r\,\rho(\mathbf r)\,e^{i\mathbf k\cdot\mathbf r}\right|^2>0 .
\end{equation}
The triplet is the lower term. In $\Psi_-$ the electrons cannot be at the same point, and as long as both terms are built from the same two orbitals their repulsion is smaller than in $\Psi_+$. This account of the energy belongs to the model with common orbitals. In a real atom the wave function relaxes differently in the two terms. For $1s2s$ helium the correlated wave functions give $\langle 1/r_{12}\rangle=0.268$ hartree in the triplet and $0.250$ hartree in the singlet. The triplet is still the lower term, but through its stronger attraction to the nucleus.

In this case the parent is the single $l$ electron, with spin $S=\tfrac12$, and the factor 2 in Eq.~(\ref{two}) equals $2S+1$. With more electrons in the shell the parent can have several values of $L$ and $S$, and its wave function is in general a sum of many determinants. The splitting nevertheless keeps the form $(2S+1)K$.

\subsection{The statement and its assumptions}

Let an open shell $l^n$ have a term with orbital momentum $L$ and spin $S\ge\tfrac12$. This is the parent term. Adding an s electron leaves the orbital momentum at $L$ and allows two total spins, $S_t=S+\tfrac12$ and $S_t=S-\tfrac12$. The theorem states that
\begin{equation}
E(S-\tfrac12)-E(S+\tfrac12)=(2S+1)\,\frac{G^l(s,l)}{2l+1}. \label{thm}
\end{equation}
With radial functions $P(r)=rR(r)$, taken real and normalized by $\int_0^\infty P^2dr=1$, the exchange integral is
\begin{equation}
G^l(s,l)=\int_0^\infty\!\!\int_0^\infty
P_s(r_1)P_l(r_1)\,\frac{r_<^{\,l}}{r_>^{\,l+1}}\,
P_s(r_2)P_l(r_2)\,dr_1dr_2 , \label{G}
\end{equation}
where $r_<$ and $r_>$ are the smaller and the larger of $r_1$ and $r_2$.

The assumptions are these. The Hamiltonian is nonrelativistic, without spin--orbit coupling. The wave function is confined to one configuration: closed shells, one open shell $l^n$ and one s electron. All terms of the configuration are built from the same radial functions. The shell may itself have $l=0$, provided that its radial function is orthogonal to that of the added electron.

\subsection{What is constant within the configuration}

The Hamiltonian is a sum of one-electron operators $h$ (kinetic energy and nuclear attraction) and the repulsions of all pairs. Since $h$ is invariant under rotations and independent of spin, its matrix within the $2l+1$ orbitals of the shell is a constant times the unit matrix. It contributes the same energy $n\varepsilon_l+\varepsilon_s$ to every state of the configuration.

Closed shells act in the same way. Let $c$ run over the spatial orbitals of the filled shells. An outer electron in orbital $a$ repels both electrons of each $c$, and it has an exchange integral with the one of equal spin. The effective one-electron matrix is
\begin{equation}
\langle a|u|a'\rangle=\sum_c\left[2\langle ac|a'c\rangle-\langle ac|ca'\rangle\right].
\end{equation}
The sum over a complete shell of orbitals $c$ does not change when the axes are rotated. So $u$ is again rotationally invariant and independent of spin, and it is a constant within each outer shell. The repulsion among the core electrons is a constant too.

All differences between terms therefore come from the repulsion among the $n+1$ outer electrons,
\begin{equation}
H=H(l^n)+V .
\end{equation}
The part $H(l^n)$ acts among the $l$ electrons and fixes the parent energies. The part $V$ acts between the s electron and the shell. Two kinds of integrals enter $V$: direct ones, in which each electron stays in its own shell, and exchange ones, in which the two electrons trade shells.

\subsection{The direct integrals}

We use the multipole expansion
\begin{equation}
\frac1{r_{12}}=\sum_{k=0}^{\infty}\frac{r_<^{\,k}}{r_>^{\,k+1}}\,
\frac{4\pi}{2k+1}\sum_{q=-k}^{k}Y_{kq}^*(1)\,Y_{kq}(2). \label{mult}
\end{equation}
The orbitals are $s=R_sY_{00}$ and $\varphi_m=R_lY_{lm}$, with $Y_{00}=1/\sqrt{4\pi}$.

In $\langle sm|sm'\rangle$ electron 1 has the angular factor $Y_{00}^*Y_{00}=1/(4\pi)$. Its angular integral is
\begin{equation}
\int Y_{kq}^*(1)\,\frac{1}{4\pi}\,d\Omega_1
=\frac{1}{\sqrt{4\pi}}\int Y_{kq}^*\,Y_{00}\,d\Omega_1
=\frac{\delta_{k0}\delta_{q0}}{\sqrt{4\pi}} .
\end{equation}
Only rank $k=0$ survives, because the charge density of an s electron is spherical. For electron 2 there remains
\begin{equation}
\int Y_{lm}^*(2)\,Y_{00}\,Y_{lm'}(2)\,d\Omega_2=\frac{\delta_{mm'}}{\sqrt{4\pi}} .
\end{equation}
The product of the two angular integrals is $\delta_{mm'}/(4\pi)$, and the factor $4\pi$ of the expansion at $k=0$ cancels the denominator. The result is
\begin{equation}
\langle sm|sm'\rangle=\delta_{mm'}F^0,\qquad
F^0=\int_0^\infty\!\!\int_0^\infty P_s^2(r_1)\,\frac{1}{r_>}\,P_l^2(r_2)\,dr_1dr_2 . \label{dir}
\end{equation}
The volume elements $r^2dr$ have turned each $R^2$ into $P^2$. A spherical charge cannot distinguish the orientations of an $l$ orbital, so $F^0$ is the same for every $m$.

\subsection{The exchange integrals}

In $\langle sm|m's\rangle$ electron 1 has the orbitals $s^*$ and $\varphi_{m'}$, while electron 2 has $\varphi_m^*$ and $s$. The two angular integrals are
\begin{align}
\int Y_{kq}^*(1)\,Y_{00}\,Y_{lm'}(1)\,d\Omega_1
&=\frac{\delta_{kl}\,\delta_{qm'}}{\sqrt{4\pi}},\\
\int Y_{lm}^*(2)\,Y_{kq}(2)\,Y_{00}\,d\Omega_2
&=\frac{\delta_{kl}\,\delta_{qm}}{\sqrt{4\pi}} .
\end{align}
Both follow from the orthonormality of the spherical harmonics, since $Y_{00}$ is a constant. The product of an s and an $l$ orbital has angular momentum $l$ and no other, so the one rank that survives is $k=l$. The factor in Eq.~(\ref{mult}) is then $4\pi/(2l+1)$, and the sum over $q$ gives $\sum_q\delta_{qm'}\delta_{qm}=\delta_{mm'}$. Hence
\begin{equation}
\langle sm|m's\rangle=\delta_{mm'}\,K,\qquad K=\frac{G^l(s,l)}{2l+1}. \label{exch}
\end{equation}
This is the $K$ of the two-electron case. It does not depend on $m$, and there are no elements between different $m$. The exchange matrix is a multiple of the unit matrix in the orbital space of the shell, and so it carries no information about how the orbitals are occupied. From this property the independence of $L$ will follow.

\subsection{The interaction with $n$ electrons}

The parent is in general not a single determinant, and it is convenient to work with creation and annihilation operators. Let $a^\dagger_{m\sigma}$ create an electron in $\varphi_m$ with spin $\sigma$, and let $b^\dagger_\sigma$ create one in the s orbital. All these operators anticommute, except that each annihilation operator has anticommutator 1 with its own creation operator. The repulsion is
\begin{equation}
W=\frac12\sum_{abcd}\sum_{\sigma\tau}\langle ab|cd\rangle\,
c^\dagger_{a\sigma}c^\dagger_{b\tau}c_{d\tau}c_{c\sigma}, \label{W}
\end{equation}
where $c_{a\sigma}$ stands for $a_{m\sigma}$ or $b_\sigma$. The spin $\sigma$ belongs to electron 1 and $\tau$ to electron 2, and the repulsion changes neither.

Terms without s operators form $H(l^n)$. Terms with four s operators need two s electrons and give zero here. Of the rest, those that preserve the configuration have one creation and one annihilation operator for the s orbital. There are four such arrangements. They form two pairs that are equal after exchanging the names of the electrons, and this removes the factor $\tfrac12$.

For the direct part take $a=s$ and $c=s$. With Eq.~(\ref{dir}),
\begin{equation}
V_{\rm dir}=F^0\sum_{m\sigma\tau}b^\dagger_\sigma a^\dagger_{m\tau}a_{m\tau}b_\sigma
=F^0\sum_\sigma b^\dagger_\sigma b_\sigma\sum_{m\tau}a^\dagger_{m\tau}a_{m\tau}.
\end{equation}
Moving $b_\sigma$ to the left past two operators changes the sign twice, which leaves it as it was. The two sums count the electrons, one in the s orbital and $n$ in the shell, so $V_{\rm dir}=nF^0$.

For the exchange part take $a=s$ and $d=s$. With Eq.~(\ref{exch}),
\begin{equation}
V_{\rm ex}=K\sum_{m\sigma\tau}b^\dagger_\sigma a^\dagger_{m\tau}b_\tau a_{m\sigma}
=-K\sum_{\sigma\tau}b^\dagger_\sigma b_\tau\sum_m a^\dagger_{m\tau}a_{m\sigma}. \label{vex}
\end{equation}
Here $b_\tau$ has moved past one operator, which gives the minus sign. The sum over $m$ now stands alone, because $K$ could be taken out of it. What remains of the shell is a set of four operators that act on spin and leave the orbital of each electron as it is.

\subsection{The exchange term as a coupling of spins}

Let $\mathbf S_p$ be the total spin of the shell and $\mathbf s$ the spin of the s electron. For the shell, with $N_\sigma=\sum_m a^\dagger_{m\sigma}a_{m\sigma}$,
\begin{equation}
N_\uparrow=\frac n2+S_{pz},\quad N_\downarrow=\frac n2-S_{pz},\quad
S_{p+}=\sum_m a^\dagger_{m\uparrow}a_{m\downarrow},\quad
S_{p-}=\sum_m a^\dagger_{m\downarrow}a_{m\uparrow}.
\end{equation}
For the s electron, $b^\dagger_\uparrow b_\uparrow=\tfrac12+s_z$, $b^\dagger_\downarrow b_\downarrow=\tfrac12-s_z$, $b^\dagger_\uparrow b_\downarrow=s_+$ and $b^\dagger_\downarrow b_\uparrow=s_-$.

The two terms with $\sigma=\tau$ in Eq.~(\ref{vex}) give
\begin{equation}
\left(\tfrac12+s_z\right)\left(\tfrac n2+S_{pz}\right)
+\left(\tfrac12-s_z\right)\left(\tfrac n2-S_{pz}\right)
=\frac n2+2s_zS_{pz},
\end{equation}
since the terms linear in $s_z$ or $S_{pz}$ cancel. The term $\sigma=\uparrow,\tau=\downarrow$ is $s_+S_{p-}$, and the term $\sigma=\downarrow,\tau=\uparrow$ is $s_-S_{p+}$. Because
\begin{equation}
2\,\mathbf S_p\cdot\mathbf s=2S_{pz}s_z+S_{p+}s_-+S_{p-}s_+ ,
\end{equation}
the complete interaction is
\begin{equation}
V=nF^0-K\left(\frac n2+2\,\mathbf S_p\cdot\mathbf s\right). \label{V}
\end{equation}

No magnetic force is involved. The spins appear because antisymmetry ties the spatial arrangement of the electrons to their spin state, and the energy is electrostatic. For $n=1$ the triplet has $2\mathbf S_p\cdot\mathbf s=\tfrac12$ and the singlet has $-\tfrac32$. Equation~(\ref{V}) then gives $F^0-K$ and $F^0+K$, in agreement with the first calculation.

\section{Second half: the splitting, an example and the limits}

\subsection{Symbols and results taken over}

An s electron with spin $\mathbf s$ is added to the open shell $l^n$, whose total spin operator is $\mathbf S_p$. The parent term has quantum numbers $L$ and $S$, and the total spin after the addition is $S_t$. Apart from a constant of the configuration, the Hamiltonian is $H(l^n)+V$ with
\begin{equation}
V=nF^0-K\left(\frac n2+2\,\mathbf S_p\cdot\mathbf s\right),\qquad
K=\frac{G^l(s,l)}{2l+1}>0 . \label{V2}
\end{equation}
$F^0$ and $G^l$ are the direct and exchange radial integrals between the s and the $l$ orbital. Energies are in hartree.

The repulsion between the s electron and the shell has been reduced to a constant and a coupling of the two spins, with the same $K$ for every parent term. It remains to show that this interaction does not mix the parents, to derive the splitting from its eigenvalues, and to examine an example and the limits of the result.
